# Phase and loss from crystallizing a thin film on a waveguide, part 2

Crystallizing a thin film on a waveguide changes the phase and power of the transmitted light. The opening posed two decisions: whether to find the change from an integral over the amorphous guide's mode or to solve again for the crystalline film, and, if the integral is chosen, which electric field belongs inside the crystalline film.

The layers are normal to $x$; nothing varies with $y$. Fields vary as $\exp[i(\beta z-\omega\tau)]$, where $\tau$ is time, $\beta=k_0N$, $k_0=2\pi/\lambda$ and $N$ is the complex mode index. Absorption means $\mathrm{Im}\,\varepsilon>0$. A prime is $d/dX$ with $X=k_0x$; the film has thickness $t$ and $T=k_0t$. Subscripts $a$ and $c$ mark the amorphous and crystalline guides, and $\Delta\varepsilon=\varepsilon_c-\varepsilon_a$ in the film. For forward modes with amplitudes $\mathbf e(x)$, $\mathbf h(x)$, in SI units, it is exact that

$$\beta_c-\beta_a=\omega\varepsilon_0\,
\frac{\int_{\rm film}\Delta\varepsilon\,(e_{a,x}e_{c,x}+e_{a,y}e_{c,y}-e_{a,z}e_{c,z})\,dx}
{\int(\mathbf e_a\times\mathbf h_c+\mathbf e_c\times\mathbf h_a)_z\,dx}. \tag{10}$$

For a permittivity tensor diagonal in $x,y,z$, each component takes its own $\Delta\varepsilon$.

For TE modes, with $u=e_y$, the first half found, with error $O(T^2)$,

$$\Delta N\simeq\frac{\Delta\varepsilon\,\Gamma}{2N_a},\qquad
\Gamma=\frac{\int_{\rm film}u_a^2\,dX}{\int u_a^2\,dX}. \tag{3}$$

Its argument joined the two films by a path $\varepsilon(s)=\varepsilon_a+s\,\Delta\varepsilon$, $0\le s\le1$. The film matrix is $T$ times one matrix plus $Ts$ times another, so $s$ enters the mode condition only through $\sigma=Ts$. Near a simple root,

$$\frac{d^nN}{ds^n}=T^n\frac{\partial^nN}{\partial\sigma^n}=O(T^n). \tag{5}$$

Over a cell of length $L$ the phase change is $k_0L\,\mathrm{Re}\,\Delta N$, and the added loss in decibels is

$$\Delta A=\frac{10}{\ln10}\,2k_0L\,\mathrm{Im}\,\Delta N. \tag{7}$$

The example is a 5 nm Ge$_2$Sb$_2$Te$_5$ film on a 220 nm silicon core, oxide below and air above, with $\lambda=1550$ nm and $L=2\ \mu$m. The indices are 3.48 (silicon), 1.444 (oxide), $4.0+0.05i$ (amorphous film) and $6.0+0.9i$ (crystalline film), so $\varepsilon_a=16.00+0.40i$ and $\varepsilon_c=35.19+10.80i$. The layer solution, which solves the planar model fully for both films, gives 0.263 rad and 1.34 dB for TE. First order is 4% low in phase and 11% low in loss; for a 10 nm film it gives 0.92 of the phase change and 0.79 of the added loss.

### The field that belongs in the film

As $T\to0$ the fields outside the film become the same in both guides, if the modes are normalized alike. In the film the tangential components $e_y,e_z$ and the normal displacement $\varepsilon e_x$ are continuous with the fields outside. Hence, up to relative corrections of order $T$,

$$e_{c,y}=e_{a,y},\qquad e_{c,z}=e_{a,z},\qquad e_{c,x}=\frac{\varepsilon_a}{\varepsilon_c}\,e_{a,x}. \tag{11}$$

Insert this in (10). The film itself contributes $O(T)$ to the denominator, which may therefore be evaluated with the old mode. Let $Z_0=\sqrt{\mu_0/\varepsilon_0}$, so that $\omega\varepsilon_0=k_0/Z_0$. Dividing by $k_0$ gives

$$\Delta N=\frac{\int_{\rm film}\Delta\varepsilon\left[e_y^2-e_z^2+\dfrac{\varepsilon_a}{\varepsilon_c}e_x^2\right]dx}
{2Z_0\int(\mathbf e\times\mathbf h)_z\,dx}+O(T^2), \tag{12}$$

with all fields taken from the amorphous guide and none conjugated.

Two limits connect this with familiar forms. For TE modes $h_x=-Nu/Z_0$, so $(\mathbf e\times\mathbf h)_z=-e_yh_x=Nu^2/Z_0$, and (12) becomes $\Delta\varepsilon\,\Gamma/(2N)$. For small contrast $\varepsilon_a/\varepsilon_c\to1$, and the old electric field may be kept in all three components. I call that second form the old-field rule. It is right to first order in $\Delta\varepsilon$ at any thickness, while (12) is right to first order in $T$ at any fixed contrast.

### The TM formula

To evaluate (12), and to find the order of the next error, allow the film to be uniaxial: permittivity $\varepsilon_t$ along the layers and $\varepsilon_n$ normal to them, with $\eta=1/\varepsilon_n$. Let $u=h_y$ and $w=u'/\varepsilon_t$. The $x$ and $z$ components of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ read

$$-i\beta u=-i\omega\varepsilon_0\varepsilon_ne_x,\qquad \frac{du}{dx}=-i\omega\varepsilon_0\varepsilon_te_z,$$

and therefore

$$e_x=Z_0N\eta u,\qquad e_z=iZ_0w. \tag{13}$$

The $y$ component of Faraday's law is $i\beta e_x-de_z/dx=i\omega\mu_0u$. With (13) and $\omega\mu_0=k_0Z_0$, every term carries the factor $ik_0Z_0$. Removing it leaves $N^2\eta u-w'=u$, so the TM pair is

$$u'=\varepsilon_tw,\qquad w'=(N^2\eta-1)u. \tag{14}$$

These equations are linear in $\varepsilon_t$ and $\eta$. Choose a path between the two isotropic films on which both quantities are linear in $s$:

$$\varepsilon_t=\varepsilon_a+s\,\Delta\varepsilon,\qquad
\eta=\frac1{\varepsilon_a}+s\,\Delta\eta,\qquad
\Delta\eta=\frac1{\varepsilon_c}-\frac1{\varepsilon_a}=-\frac{\Delta\varepsilon}{\varepsilon_a\varepsilon_c}.$$

The film matrix again has the form $T$ times a fixed matrix plus $Ts$ times another, so the argument of the first half applies and $d^nN/ds^n=O(T^n)$.

For the slope, apply (10) to neighbouring points of the path. Since $\varepsilon_n=1/\eta$, a small change is $d\varepsilon_n=-d\eta/\eta^2$. The normal term is then $d\varepsilon_n\,e_x^2=-d\eta\,(e_x/\eta)^2$, and (13) gives $e_x/\eta=Z_0Nu$. The tangential term is $-d\varepsilon_t\,e_z^2=Z_0^2w^2d\varepsilon_t$. The denominator contains $e_xh_y=Z_0N\eta u^2$. The factors of $Z_0$ cancel, leaving

$$\frac{dN}{ds}=\frac{\int_{\rm film}(\Delta\varepsilon\,w^2-N^2\Delta\eta\,u^2)\,dX}{2N\int\eta u^2\,dX}. \tag{15}$$

At $s=0$ this is (12) for a TM mode. Adding the slopes along the whole path must return the finite change. For a 2 nm film a 24-point quadrature over $s$ does so to better than one part in $10^6$, for both polarizations.

### A second slope and what it can tell

The slope at the crystalline end is obtained from the crystalline mode. Let $N_1,N_2,N_3$ be the first three derivatives at $s=0$. Then

$$\Delta N=N_1+\frac{N_2}{2}+\frac{N_3}{6}+\cdots,\qquad
\frac{N'(0)+N'(1)}{2}=N_1+\frac{N_2}{2}+\frac{N_3}{4}+\cdots,$$

where the prime on $N$ means $d/ds$. The mean of the two slopes differs from $\Delta N$ by $N_3/12$ at leading order, which is $O(T^3)$. For the 5 nm TE film the mean gives 0.263 rad and 1.35 dB, against 0.263 rad and 1.34 dB from the layer solution.

The mean does not save a mode calculation, since the crystalline mode must be known and its index already gives $\Delta N$. Its use is as a check on computed fields and as a measure of how far the response has left the linear range.

The orders can be tested by doubling the thickness from 0.05 to 0.10 nm, a mathematical limit with no material counterpart. The error of first order grows with exponent 2.00 for TE and 1.96 for TM. The error of the mean grows with exponent 3.00 for both.

### Limit one: a film where the normal field dominates

Put the film at the centre of a symmetric guide. In the fundamental TM mode $u$ is even and $w$ is odd about the centre, so $w$ vanishes there and the normal field alone remains. The integrand of (15) is then

$$-N^2\Delta\eta\,u^2=\frac{N^2\Delta\varepsilon\,u^2}{\varepsilon_a\varepsilon_c}.$$

The old-field rule uses $\Delta\varepsilon\,e_x^2$ with $e_x$ from the amorphous film, which gives $N^2\Delta\varepsilon\,u^2/\varepsilon_a^2$. It is wrong by the factor

$$\frac{\varepsilon_c}{\varepsilon_a}=2.215+0.620i,$$

however thin the film is. For a 0.1 nm film between two 110 nm silicon layers, with oxide on both sides, the old-field result divided by the layer solution is $2.215+0.619i$. Equation (15) divided by the layer solution is 0.9997. The complex factor also mixes phase and loss, so the old-field rule misjudges their ratio as well as their size.

### Limit two: a film on top

The film beside the core behaves differently. In air just above it $u$ decays as $e^{-\kappa X}$ with $\kappa^2=N^2-1$, and $\varepsilon=1$, so $w=-\kappa u$. To leading order in $T$ the film has the same $u$ and $w$. The normal part of (15), relative to the tangential part, is therefore

$$\left|\frac{N^2\Delta\eta}{\kappa^2\Delta\varepsilon}\right|
=\left|\frac{N^2}{(N^2-1)\,\varepsilon_a\varepsilon_c}\right|. \tag{16}$$

Here $|\varepsilon_a\varepsilon_c|\approx589$. A guided mode with little loss has $N$ above the oxide index 1.444, so $N^2/(N^2-1)$ lies below about 1.9 and the ratio (16) below about 0.0033; for this guide (16) gives 0.0023. The bound holds only in the thin limit, because $u$ grows into the film: the ratio of the two film integrals in (15) is 0.0026 for a 1 nm film and 0.0038 for a 5 nm film. High permittivity expels the normal electric field from the film, while the longitudinal field enters it undiminished. The old-field rule then exceeds (12) in magnitude by only 0.35% for the 1 nm film and 0.5% for the 5 nm film. A denser cladding lets more normal field in: under oxide the excess for the 5 nm film is 2.4%. For a film on top under air the second decision of the opening hardly affects the number; for the buried film it decides the result.

This also shows why $e_z$ must be retained. An estimate from the transverse electric field alone would discard nearly the whole TM effect of a film on top.

### How far the TM result can be trusted

For the 5 nm film on top, first order gives $\Delta N=0.0748+0.0404i$ for TM and the layer solution gives $0.0744+0.0392i$. The errors relative to the layer solution are 0.5% in phase and 3% in loss, smaller than for TE, although the index change is about twice as large.

This agreement could not have been predicted from the size of the field change. By (14), $u$ changes across the crystalline film by about $\varepsilon_cwT$, or a fraction $|\varepsilon_c|\kappa T$ of itself. With $|\varepsilon_c|=36.8$, $T=0.0203$ and $\kappa$ at least about 1.04, this leading estimate is at least 0.78, which is not small. With the actual mode index the estimate is 1.3, and $|u|$ changes by a factor of 2.3 across the film. The agreement is particular to this guide, whose core thickness lies near a sign change of the error. For a 180 nm core first order is 5% low in phase and 11% low in loss, and for a 260 nm core it is 3% and 9% high. Each core thickness or cladding needs its own check.

### The example beside a real cell

Cells of this kind are made with Ge$_2$Sb$_2$Te$_5$ on silicon or silicon nitride guides. The 5 nm thickness used here was chosen to keep the expansion useful; for a thicker film the TE errors are larger, as the 10 nm result showed. The optical constants vary with deposition and heat treatment, so the indices above are representative and belong to no particular film. The layer solution is a reference for the planar model and not a measured result. The estimates below concern the TE cell, whose reference values are 0.263 rad and 1.34 dB; each changes one thing and leaves the rest fixed.

- A strip 1 $\mu$m wide with air at its sides, treated by the effective-index method, gives 0.271 rad and 1.39 dB, both about 3% higher. The shift grows quickly as the strip narrows: at 500 nm, a common single-mode width, the effective-index method gives 11% and a full-vector solution of the cross-section about 15%.
- A film that becomes 6% thinner on crystallizing gives 0.235 rad and 1.25 dB, lower by 11% and 7%.
- A 10 nm oxide cap raises both values by about 1%.
- Silicon 50 K hotter, with a rough index slope of $1.8\times10^{-4}$ per kelvin, adds 0.073 rad, or 28% of the crystallization phase, until it cools.
- Passing from the bare guide into the crystalline section costs roughly 0.01 dB by mode mismatch, as estimated from the overlap of the two mode profiles. The reflected power fraction, estimated from the two mode indices, is $1\times10^{-4}$.

For the 1 $\mu$m strip, densification is the largest of the listed changes that remain after cooling; for a 500 nm strip the lateral confinement matters as much or more. It affects phase more than loss for a reason visible in the mode indices. The bare guide has $N=2.8349$ and the crystalline guide has $\mathrm{Re}\,N=2.8906$, so the whole crystalline film contributes 0.0557. Removing 6% of the film removes about 6% of that, or 0.0033, which is 10% of the crystallization change 0.0324. The absorption has no such large background, because the amorphous film absorbs little.

The planar model also omits the film's side edges, where the field direction varies over distances comparable with the thickness and (11) fails locally. It omits partly crystallized films with grains or gradients as well. A film with a smooth permittivity profile in $x$ can be treated by keeping $\Delta\varepsilon$ inside the integral of (12), but a pattern along $z$ couples the mode to other waves, and (12) does not cover it.

For the 5 nm example in TE, then, the amorphous mode alone gives the phase change to 4% and the added loss to 11%. These figures depend on the optical constants: a higher-contrast film, with indices $4.6+0.12i$ and $7.45+1.49i$, gives errors of 5% and 18%, and more than twice the added loss. Where a closer loss figure is needed, solving for the crystalline mode supplies it. The numerical output lists the results for the other thicknesses.

## Numbers as computed

```
wavelength 1550 nm, k0 = 4.0537 rad/um
core 220 nm, film 5 nm, cell 2 um
indices: Si 3.48, oxide 1.444, air 1.0
film index: amorphous 4.00 +0.05i, crystalline 6.00 +0.90i
film permittivity: amorphous 15.9975 +0.4000i, crystalline 35.1900 +10.8000i
permittivity change 19.1925 +10.4000i
TE mode index, bare guide 2.83490
TE mode index, amorphous 2.85815 +0.00065i
TE mode index, crystalline 2.89056 +0.01973i
TE film fraction Gamma 0.009276 +0.000025i
TE first order: dN = 0.03110 +0.01695i
   phase 0.2522 rad, added loss 1.194 dB
   added loss per pi of phase 14.87 dB
TE two-ended mean: dN = 0.03241 +0.01915i
   phase 0.2628 rad, added loss 1.348 dB
   added loss per pi of phase 16.12 dB
TE layer solution: dN = 0.03241 +0.01908i
   phase 0.2627 rad, added loss 1.344 dB
   added loss per pi of phase 16.07 dB
loss per pi from permittivities alone 14.79 dB
amorphous cell loss 0.0457 dB, crystalline 1.389 dB
finite-difference TE dN = 0.03241 +0.01908i
TE 1 nm: first/solution phase 0.992, loss 0.977; mean 1.000, 1.000
TE 2 nm: first/solution phase 0.983, loss 0.954; mean 1.000, 1.001
TE 5 nm: first/solution phase 0.960, loss 0.889; mean 1.000, 1.003
TE 10 nm: first/solution phase 0.923, loss 0.792; mean 1.000, 1.012
TM 1 nm: dN first 0.01489 +0.00806i, mean 0.01490 +0.00806i, solution 0.01490 +0.00806i
   |normal/tangential| part 0.00260, |old-field/first| 1.00350
TM 5 nm: dN first 0.07481 +0.04040i, mean 0.07439 +0.03896i, solution 0.07444 +0.03921i
error orders in t: TE 2.001, 3.001; TM 1.956, 2.997
buried TM film 0.1 nm: first/solution 0.9997 -0.0001i
   old-field/solution 2.2146 +0.6194i, ec/ea 2.2152 +0.6197i
strip 1000 nm wide (effective index): phase 0.2710 rad, loss 1.385 dB
film 6 % thinner when crystalline: phase 0.2346 rad, loss 1.248 dB
oxide cap 10 nm: phase 0.2658 rad, loss 1.359 dB
silicon dn/dT 1.8e-04 /K, heated 50 K: phase 0.0725 rad
edge, bare to crystalline: mismatch loss 0.0130 dB, reflection 1.06e-04
```
